Field-Swept Resonance Linewidth from the Gilbert Equation, with Inhomogeneous Broadening

A ferromagnet in a static field absorbs microwaves when its precession frequency matches the drive. In the experiment considered here the angular frequency ω is held fixed and the static field is swept. The problem is to find the width of the absorption line, its relation to the Gilbert damping α, and the effect of an inhomogeneous sample.

Let m be the unit vector along the magnetization. The Gilbert equation is

dm/dt = −γ m×B_eff + α m×dm/dt,

where B_eff = μ0H_eff and γ > 0. Fields are written as B = μ0H, and Ω = ω/γ is the drive frequency expressed as a field. The precession is uniform and the drive is weak.

The numerical example is a model film with g = 2, so γ/2π = 27.99 GHz/T, and α = 0.008. Its effective magnetization field is M = 1000 mT: the film produces the field −M(m·n)n, with n its normal.

**(a) The static field B points along axis 3, and m is parallel to it in equilibrium. Small transverse components m1 and m2 produce restoring fields −Ba m1 and −Bb m2, with Ba and Bb independent of B. A weak drive has components b1 and b2. Linearize the Gilbert equation.**

Solution. Since |m| = 1, m3 differs from 1 by terms of second order, so m3 = 1 and dm3/dt = 0 to first order. The effective field is

B_eff = (b1 − Ba m1, b2 − Bb m2, B).

Dropping products of small quantities gives

(m×B_eff)1 = m2 B − (b2 − Bb m2) = (B + Bb)m2 − b2
(m×B_eff)2 = (b1 − Ba m1) − m1 B = b1 − (B + Ba)m1
(m×dm/dt)1 = −dm2/dt
(m×dm/dt)2 = dm1/dt.

The equations of motion are therefore

dm1/dt = −γ(B + Bb)m2 + γb2 − α dm2/dt
dm2/dt = γ(B + Ba)m1 − γb1 + α dm1/dt.

Let all small quantities vary as e^{iωt}, so that d/dt becomes iω. Dividing by γ and collecting terms,

(B + Ba + iαΩ)m1 − iΩ m2 = b1
iΩ m1 + (B + Bb + iαΩ)m2 = b2.

The damping adds the same imaginary amount iαΩ to both stiffnesses. The reason is visible in the original equation: the damping torque is that of an extra field −(α/γ)dm/dt, which here equals −iαΩ m. It acts as a restoring field a quarter period out of step with the displacement.

**(b) For a drive along axis 1, find the response R = m1/b1 and the absorbed power.**

Solution. Damping and static field occur in the single combination

z = B + iαΩ.

With b2 = 0, the second equation gives m2 = −iΩ m1/(z + Bb). Inserting this in the first, and using (−i)(−i) = −1,

[(z + Ba) − Ω²/(z + Bb)] m1 = b1,

so that

R = (z + Bb)/[(z + Ba)(z + Bb) − Ω²].

The power absorbed per volume is the time average of b·dM_vec/dt, where M_vec = Ms m and Ms is the saturation magnetization. For the drive b1 cos ωt,

P = ½ Ms b1² Re(iωR) = −½ ω Ms b1² Im R.

At fixed ω and drive amplitude, the line shape is thus −Im R as a function of B.

The full nonlinear equation was also integrated in time for the film with in-plane field, at α = 0.02 and 10 GHz. With a drive of 1 μT, its steady response across the resonance differs from R by at most 3.8×10⁻⁶ relative to R, almost all of it error of the time stepping. The true nonlinear deviation grows as the square of the drive: about 3.5×10⁻⁸ at 1 μT, 3.5×10⁻⁴ at 0.1 mT and 0.9% at 0.5 mT.

**(c) Decompose R into poles and find the full width at half maximum of one pole's absorption.**

Solution. The denominator vanishes when

z² + (Ba + Bb)z + BaBb − Ω² = 0.

Because ((Ba + Bb)/2)² − BaBb = ((Ba − Bb)/2)², the roots are

B± = −(Ba + Bb)/2 ± S, S = √[((Ba − Bb)/2)² + Ω²].

They are real and do not contain α. Their separation is D = B+ − B− = 2S, and partial fractions give

R = A+/(z − B+) + A−/(z − B−)
A+ = (B+ + Bb)/D = [S + (Bb − Ba)/2]/(2S)
A− = −(B− + Bb)/D = [S − (Bb − Ba)/2]/(2S).

Both weights are positive, since S exceeds |Bb − Ba|/2. Now put z = B + iG with G = αΩ. Each pole absorbs

−Im[A±/(B − B± + iG)] = A± G/[(B − B±)² + G²].

This is a Lorentzian with maximum A±/G. It falls to half when (B − B±)² = G², that is, at B± − G and B± + G. Its full width is

ΔB = 2G = 2αΩ = 2αω/γ.

Since ΔB = μ0ΔH, the width in the field H is

ΔH = 2αω/(γμ0).

No expansion in α was made, so within the linearized equation this is the width of each pole for any α. It is the width of an observable line only if the state with m parallel to the field is stable across the whole line. For the film of part (d) this requires α < 1 in a normal field, and αΩ < B+ in an in-plane field, which is α < 0.32 at 10 GHz. The pole B− lies outside the stable range in both geometries and enters only through its tail. The stiffness fields have dropped out: they move the line without changing the width of the pole.

Some spectrometers record the derivative of the absorption with respect to field. With x = B − B+, the derivative of G/(x² + G²) is −2Gx/(x² + G²)². Its extrema satisfy x² + G² − 4x² = 0, so x = ±G/√3. The peak-to-peak width is therefore ΔB/√3, and using it in place of ΔB would make α too small by the factor √3.

**(d) Find the resonance fields of the film for a field along its normal and for a field in its plane. Evaluate the in-plane line at 10 GHz.**

Solution. For a normal field, B_eff = (b1, b2, B − M m3). Adding a multiple of m to B_eff does not change m×B_eff. Adding M m gives (b1 + M m1, b2 + M m2, B), hence

Ba = Bb = −M, B+ = M + Ω.

The magnetization is stable along the normal for B > M, which holds at this resonance.

For an in-plane field, let axis 2 be the normal. The film's field is then −M m2 along axis 2, so

Ba = 0, Bb = M, B+ = −M/2 + √(M²/4 + Ω²).

The in-plane resonance condition can also be written B(B + M) = Ω².

At 10 GHz, Ω = 357.24 mT. The square root is √(500² + 357.24²) = 614.51 mT, so the in-plane resonance lies at B+ = 114.51 mT. The predicted width is

ΔB = 2 × 0.008 × 357.24 mT = 5.716 mT,

or ΔH = 4548.5 A/m. An absorption curve computed from a numerical linearization of the torque has its half-height points at 111.65 and 117.37 mT, which are 5.72 mT apart.

**(e) A linear drive excites both poles. By how much does the second pole change the measured width, and when is it absent?**

Solution. Near the upper resonance the second pole is a distance of about D away. Let x = (B − B+)/G and divide the absorption by A+/G:

1/(1 + x²) + ε, ε = (A−/A+)(G/D)².

The peak height is 1 + ε. Half of it is reached when

1/(1 + x²) = (1 + ε)/2 − ε = (1 − ε)/2,

so x² = (1 + ε)/(1 − ε), and |x| ≈ 1 + ε. The line is wider by the relative amount ε, which is of order α². The slope of the tail shifts both half-height points in the same direction, so it does not alter the width at this order.

For the in-plane film at 10 GHz, A+ = 0.907, A− = 0.093 and D = 1229 mT. Even for α = 0.05, which gives G = 17.86 mT,

ε = (0.093/0.907)(17.86/1229)² ≈ 2.2×10⁻⁵,

in agreement with the measured widening of 2.17×10⁻⁵.

The second pole is absent for a suitably rotating drive when Ba = Bb. Take b2 = −i b1 and try m2 = −i m1. The first equation of part (a) becomes

(z + Ba − Ω)m1 = b1,

and the second is the same equation multiplied by −i. One pole remains, and the line is a pure Lorentzian of width 2αΩ. A numerical test with the large value α = 0.3 gives this width to eight decimals.

Equal stiffness fields are not essential. If Ba and Bb differ, an elliptical drive does the same. Take b2 = −ir b1 and m2 = −ir m1 with r = (B+ + Ba)/Ω. Since (B+ + Ba)(B+ + Bb) = Ω², both equations of part (a) reduce to (z − B+)m1 = b1.

**(f) The field is now tilted by θB from the film normal, so that m turns during the sweep. Find the width to first order in α.**

Solution. Let m make the angle θ with the normal. In equilibrium, the component of B_eff perpendicular to m vanishes:

B sin(θ − θB) = M sin θ cos θ.

The component along m is

Bp = B cos(θ − θB) − M cos²θ.

A small displacement δ of m in the plane of tilt changes m·n by −δ sin θ. The film's field then changes by Mδ sin θ along n, and the component of this along the displacement is −Mδ sin²θ. A displacement out of the plane of tilt leaves m·n unchanged. The total stiffness fields are therefore

s1 = Bp + M sin²θ, s2 = Bp.

They replace B + Ba and B + Bb, and the pole condition becomes

(s1 + iαΩ)(s2 + iαΩ) = Ω².

Define Ω0(B) = √(s1s2), the undamped precession frequency as a field. To first order in α,

Ω0² − Ω² + iαΩ(s1 + s2) = 0.

Near the resonance field B_res, Ω0² − Ω² ≈ 2Ω(dΩ0/dB)(B − B_res). The pole therefore lies at

B − B_res = −iα(s1 + s2)/(2 dΩ0/dB),

and the full width is twice the size of this imaginary part:

ΔB = α(s1 + s2)/|dΩ0/dB|.

The absolute value matters at small tilt. For this film Ω0(B) has a falling stretch when θB is 1.5° or less (it rises everywhere at 2°), and one frequency can then have three resonance fields. Near a field where dΩ0/dB vanishes, the first-order formula fails.

In the aligned case s1 and s2 both grow at unit rate with B. Then 2Ω dΩ0/dB = s1 + s2, and 2αΩ returns.

For θB = 15° at 10 GHz, resonance occurs at 464.9 mT with θ = 66.6°, so m is far from parallel to the field. The formula gives 22.15 mT, as does the numerically measured line. This is 3.9 times 2αΩ, although α is unchanged. Here s1 + s2 ≈ 1105 mT, so the width corresponds to dΩ0/dB = 0.008 × 1105/22.15 ≈ 0.40. For the in-plane field, s1 + s2 = 2B + M = 1229 mT and dΩ0/dB = 1229/(2 × 357.24) ≈ 1.72. The sum is slightly smaller in the tilted case, which by itself would narrow the line. The broadening comes from the smaller slope: a larger change of field is needed to detune the resonance by a given amount.

**(g) The sample consists of regions that precess independently. In a normal field with rotating drive, their resonance fields are shifted by δ, distributed as a Lorentzian of full width ΔB0. Find the measured width and a way to extract α.**

Solution. Let x = B − M − Ω, G = αΩ and G0 = ΔB0/2. All regions have the same weight per volume, so the mean response is

⟨R⟩ = ∫ dδ (G0/π)/(δ² + G0²) × 1/(x − δ + iG).

The last factor has its pole at δ = x + iG, in the upper half-plane. The integrand falls off as |δ|⁻³, so the contour can be closed in the lower half-plane, where it encloses the pole at δ = −iG0. The residue there is

(G0/π)/(−2iG0) × 1/(x + iG0 + iG) = −(1/2πi)/(x + i(G + G0)).

The clockwise contour supplies a factor −2πi, and

⟨R⟩ = 1/[x + i(G + G0)].

The averaged line is again Lorentzian, and the full widths add:

ΔB = ΔB0 + 2αΩ, or ΔH = ΔH0 + 2αω/(γμ0), with ΔH0 = ΔB0/μ0.

In a normal field, a variation δ of M shifts the resonance M + Ω by δ at every frequency. A spread of M therefore gives a frequency-independent ΔB0. With ω = 2πf,

ΔB = ΔB0 + 4παf/γ, α = (γ/4π) dΔB/df.

For a 4 mT spread of M, the averaged lines have widths of 9.716, 15.432, 21.147 and 26.863 mT at 10, 20, 30 and 40 GHz. The slope is (26.863 − 9.716)/30 = 0.5716 mT/GHz, so

α = ½ × 27.99 GHz/T × 0.5716×10⁻³ T/GHz = 0.0080.

The intercept is 4.00 mT. Assigning the whole 10 GHz width to damping would instead give 9.716/(2 × 357.24) = 0.0136.

**(h) How does a straight-line fit mislead if the 4 mT spread of M is Gaussian, or if it is Lorentzian but the field lies in the plane?**

Solution. Consider first the Gaussian spread, with standard deviation σ, in a normal field. When σ is much smaller than G, averaging changes a line L(x) into L + ½σ²L″. In units u = x/G, with L = 1/(1 + u²) and q = σ/G,

L″ = (6u² − 2)/(1 + u²)³,

which is −2 at u = 0 and ½ at u = 1. The peak becomes 1 − q², with half-height ½ − q²/2, while the value at u = 1 becomes ½ + q²/4. The excess there is 3q²/4. Since L has slope −½ at u = 1, the half-height point moves out by 3q²/2. The full width grows by

2G × 3q²/2 = 3σ²/G,

which falls as 1/ω instead of staying constant. The computed excess over 2αΩ also falls, from 7.860 − 5.716 = 2.14 mT at 10 GHz to 23.594 − 22.863 = 0.73 mT at 40 GHz, but more slowly than 1/ω. A Gaussian of full width 4 mT has σ = 4/2.355 = 1.70 mT, which is not small compared with G = 2.86 mT at 10 GHz; the formula would give 3.0 mT there. At 40 GHz, where G = 11.43 mT, it gives 0.76 mT, close to the computed value. The falling excess lowers the slope. The fit over 10–40 GHz returns α = 0.00735, which is 8% below the true value, and an intercept of 2.45 mT instead of 4 mT. The error depends on the range: four equally spaced points give α = 0.00657 over 5–20 GHz and 0.00790 over 40–100 GHz.

For the in-plane field, differentiate B(B + M) = Ω² at fixed Ω:

(2B + M)dB + B dM = 0, dB = −[B/(2B + M)] dM.

To first order, a spread ΔM adds ΔM B/(2B + M) to the width. The factor equals 1/(2 + M/B), so it rises with the resonance field, from zero at low frequency towards ½ when Ω is much larger than M. It is 0.093 at 10 GHz and 0.335 at 40 GHz, which gives

10 GHz: 5.716 + 0.0932 × 4 = 6.089 mT
40 GHz: 22.863 + 0.3349 × 4 = 24.203 mT.

Both agree with the averaged lines. Here the inhomogeneous part grows with frequency and imitates damping. The fit over 10–40 GHz gives α = 0.00845, which is 6% too high, and an intercept of 0.13 mT that hides most of the 4 mT spread. Over 5–20 GHz it gives 0.00869 and a negative intercept of −0.12 mT; over 40–100 GHz it gives 0.00809 and 1.1 mT.

The additive law thus needs more than a straight-looking plot. In this model it follows when the magnetization stays parallel to the field and the distribution of resonance fields is Lorentzian with a width independent of frequency. A linear drive adds the second-pole widening of part (e) with G replaced by G + G0; in a normal field with the 4 mT spread this is 4.6×10⁻⁵ at 10 GHz and 0.4% at 0.5 GHz. The model treats the regions as independent. In real films, exchange and dipolar coupling between regions change the inhomogeneous part, two-magnon scattering adds a frequency-dependent width in in-plane fields, and spin pumping or eddy currents add to the fitted α. The complete set of widths and fits is in the numerical output.

Table of computed values

```
g factor (input): 2.0
gamma/(2 pi): 27.9925 GHz/T
Gilbert damping alpha (input): 0.0080
effective magnetization field M (input): 1000.0 mT
full width of spread of M (input): 4.00 mT
In-plane field, 10 GHz, uniform film:
  Omega = omega/gamma: 357.239 mT
  upper pole B+: 114.508 mT
  lower pole B-: -1114.508 mT
  pole weights A+, A-: 0.9068, 0.0932
  lower half-height field: 111.650 mT
  measured peak field: 114.508 mT
  upper half-height field: 117.365 mT
  measured full width: 5.7158 mT
  formula 2 alpha Omega: 5.7158 mT
  same width as Delta H: 4548.5 A/m
Derivative peak-to-peak width, normal field, 10 GHz: 3.298 mT
Time integration, alpha used: 0.020
  largest relative deviation from formula: 3.8e-06
Rotating drive, normal field, alpha = 0.3: width/(2 alpha Omega) = 1.00000000
Second-pole widening at alpha = 0.05, relative:
  measured 2.172e-05, formula 2.170e-05
Field tilted 15 degrees from normal, 10 GHz:
  resonance field: 464.89 mT
  magnetization angle from normal: 66.61 degrees
  measured width: 22.15 mT
  first-order formula: 22.15 mT
  measured width/(2 alpha Omega): 3.876
Full widths in mT: f/GHz, uniform in-plane film, normal Lorentzian,
  normal Gaussian, in-plane Lorentzian spread of M
  10  5.716  9.716  7.860  6.089
  20  11.432  15.432  12.770  12.285
  30  17.148  21.147  18.097  18.302
  40  22.863  26.863  23.594  24.203
In-plane factor B/(2B+M) at the four frequencies:
  0.0932  0.2133  0.2886  0.3349
Straight-line fits: apparent alpha, intercept in mT
  normal, Lorentzian: 0.008000, 4.000
  normal, Gaussian: 0.007352, 2.448
  in-plane, Lorentzian: 0.008448, 0.130
```
